# Apparent Thermionic Barrier of a Contact with Gaussian Schottky Barriers

## Definitions and conventions

A metal covers an n-type semiconductor. The contact is a mosaic of patches, and each patch has its own Schottky barrier \(\phi\): the energy of the conduction-band edge at the interface above the Fermi level of the metal. The symbols \(\phi\), \(\sigma\) and \(kT\) are energies, quoted in eV. The elementary charge is \(q>0\), and \(\beta=1/kT\). A forward bias \(V>0\) raises the Fermi level of the semiconductor by \(qV\) above that of the metal. In the neutral semiconductor the conduction-band edge lies \(\zeta\) above the Fermi level.

The fraction of the contact area with barrier between \(\phi\) and \(\phi+d\phi\) is \(P(\phi)\,d\phi\), with
\[
P(\phi)=\frac{1}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(\phi-\bar\phi)^2}{2\sigma^2}\right].
\]

The **apparent barrier** \(\phi_{\rm ap}\) is the single barrier that a uniform contact would need to give the same saturation current density \(J_0\), the Richardson constant \(A^*\) being known:
\[
J_0=A^*T^2e^{-\phi_{\rm ap}/kT},\qquad
\phi_{\rm ap}=-kT\ln\frac{J_0}{A^*T^2}.
\]

The assumptions are:

1. The patches conduct in parallel. Each is wide enough for its neighbours not to alter its barrier.
2. Transport is thermionic and non-degenerate, with the same \(A^*\) and \(T\) everywhere. Series resistance is negligible.
3. \(\bar\phi\) and \(\sigma\) do not depend on bias.
4. There are enough patches to replace a sum over them by an integral over \(P\), and the barriers that matter lie well above \(\zeta+qV\), so that their patches remain depleted.

## Lemma 1: current through one patch

**Statement.** For \(\phi-qV\gg kT\), a patch carries
\[
J(\phi)=A^*T^2e^{-\phi/kT}\left(e^{qV/kT}-1\right),\qquad A^*=\frac{4\pi qmk^2}{h^3}.
\]

**Proof.** Take a band of isotropic mass \(m\) and let \(x\) be the normal to the interface. Electrons from a reservoir with Fermi level \(\mu\) cross if their energy of normal motion \(E\), counted with the band edge, exceeds \(\phi\). With two spin states per phase-space volume \(h^3\), and \(v_x\,dp_x=dE\), the one-way current is
\[
J_\mu=\frac{2q}{h^3}\int_\phi^\infty dE\int dp_y\,dp_z\,
\frac{1}{1+e^{(E+E_\perp-\mu)/kT}} .
\]
Since \(E_\perp=(p_y^2+p_z^2)/2m\), we have \(dp_y\,dp_z\to2\pi m\,dE_\perp\). The integral over \(E_\perp\) from zero to infinity is \(kT\ln(1+e^{(\mu-E)/kT})\), so
\[
J_\mu=\frac{4\pi qmkT}{h^3}\int_\phi^\infty\ln\left(1+e^{(\mu-E)/kT}\right)dE. \tag{1}
\]
The exponential is small throughout the range, and \(\ln(1+y)\simeq y\). The remaining integral is \(kT\,e^{(\mu-\phi)/kT}\), which gives \(J_\mu=A^*T^2e^{(\mu-\phi)/kT}\). Because \(y-y^2/2\le\ln(1+y)\le y\), the relative error is at most \(\tfrac14e^{(\mu-\phi)/kT}\).

The semiconductor emits with \(\mu=qV\) and the metal with \(\mu=0\). Their difference is the stated current. ∎

In silicon, each conduction-band valley contributes the geometric mean of its two masses parallel to the interface, because \(dp_y\,dp_z\to2\pi\sqrt{m_ym_z}\,dE_\perp\). For a (100) surface the six valleys together give about \(2\,m_e\). Electrons returned by scattering or by quantum reflection reduce the current, so in the example \(m\) stands for a smaller, effective emission mass.

## Lemma 2: the Gaussian average

**Statement.**
\[
\int_{-\infty}^{\infty}P(\phi)e^{-\beta\phi}\,d\phi=\exp\left(-\beta\bar\phi+\tfrac12\beta^2\sigma^2\right).
\]

**Proof.** Put \(\delta=\phi-\bar\phi\). The exponent of the integrand is
\[
-\frac{\delta^2}{2\sigma^2}-\beta\delta-\beta\bar\phi
=-\frac{(\delta+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}-\beta\bar\phi ,
\]
because expanding the square produces \(-\delta^2/2\sigma^2-\beta\delta-\beta^2\sigma^2/2\), and the last term must be added back. The shifted Gaussian still has unit area. ∎

## Theorem

Under assumptions 1–4,
\[
J=A^*T^2e^{-\phi_{\rm ap}/kT}\left(e^{qV/kT}-1\right),\qquad
\boxed{\phi_{\rm ap}=\bar\phi-\frac{\sigma^2}{2kT}} .
\]

**Proof.** Parallel currents add in proportion to area, so \(J=\int P(\phi)J(\phi)\,d\phi\). The bias factor of Lemma 1 is common to all patches and leaves the integral. Lemma 2 gives
\[
J_0=A^*T^2\exp\left(-\frac{\bar\phi}{kT}+\frac{\sigma^2}{2(kT)^2}\right).
\]
Taking \(-kT\ln(J_0/A^*T^2)\) multiplies the second term by \(-kT\), which leaves one power of \(kT\) in the denominator. ∎

**Remark 1: which patches carry the current.** The completed square shows that the current-weighted distribution \(P(\phi)e^{-\beta\phi}\) is a Gaussian of unchanged width \(\sigma\), centred at
\[
\phi^*=\bar\phi-\frac{\sigma^2}{kT}.
\]
The typical current-carrying barrier is thus lowered by twice the reduction of \(\phi_{\rm ap}\). The apparent barrier is higher than \(\phi^*\) because patches near \(\phi^*\) occupy a small part of the area.

**Remark 2: the lower cut-off.** The Gaussian extends to barriers for which Lemma 1 fails. The share of the calculated current assigned to barriers below \(\phi_c=\zeta+qV\) is
\[
\frac12\operatorname{erfc}\left(\frac{\phi^*-\phi_c}{\sqrt2\,\sigma}\right).
\]
It is negligible when \(\phi^*\) lies several \(\sigma\) above \(\phi_c\). On cooling, \(\phi^*\) falls and this condition eventually fails, so the divergence of the formula as \(T\to0\) has no physical meaning.

**Remark 3: other distributions.** For any distribution confined to \(|\delta|\ll kT\), \(\langle e^{-\beta\delta}\rangle\simeq1+\beta^2\sigma^2/2\), since \(\langle\delta\rangle=0\). The same reduction therefore holds to leading order. For wider distributions the shape matters. A uniform distribution of equal variance extends over \(|\delta|\le\sqrt3\,\sigma\), and direct integration gives the reduction
\[
kT\ln\frac{\sinh x}{x},\qquad x=\frac{\sqrt3\,\sigma}{kT}.
\]
For small \(x\), \(\ln(\sinh x/x)\simeq x^2/6=\sigma^2/2(kT)^2\), as required.

## Proposition: what other measurements return

**(a) Richardson plot.** With \(\bar\phi\) and \(\sigma\) independent of temperature,
\[
\ln\frac{J_0}{T^2}=\ln A^*-\bar\phi\,\beta+\tfrac12\sigma^2\beta^2. \tag{2}
\]
This is a parabola in \(\beta\), with slope \(-\bar\phi+\sigma^2\beta=-\phi^*\). A tangent therefore yields the energy \(\phi^*\), not \(\phi_{\rm ap}\). Its intercept at \(\beta=0\) is
\[
\ln A^*-\bar\phi\beta+\tfrac12\sigma^2\beta^2+(\bar\phi-\sigma^2\beta)\beta
=\ln A^*-\tfrac12\sigma^2\beta^2,
\]
so the prefactor appears too small by the factor \(e^{-\sigma^2\beta^2/2}\).

**(b) Drift of the mean barrier.** Let \(\bar\phi(T)=\bar\phi_{300}-\alpha(T-T_0)\), with \(T_0=300\) K. Since \(\beta T=1/k\),
\[
-\beta\bar\phi(T)=-\beta(\bar\phi_{300}+\alpha T_0)+\alpha/k .
\]
The tangent energy rises by \(\alpha T_0\), and the prefactor is multiplied by \(e^{\alpha/k}\). A strictly linear drift leaves the curvature \(\sigma^2\) intact; a nonlinear drift does not.

**(c) Capacitance.** For doping \(N\), permittivity \(\varepsilon\) and reverse bias \(V_R\), a patch has band bending \(w=\phi-\zeta+qV_R\). In the depletion approximation its charge per area is \(\sqrt{2\varepsilon Nw}\), so its capacitance per area is \(q\sqrt{\varepsilon N/2w}\). Patches in parallel average \(w^{-1/2}\). Write \(w=u+\delta\), with \(u=\bar\phi-\zeta+qV_R\). To second order in \(\delta/u\),
\[
\langle w^{-1/2}\rangle=u^{-1/2}\left(1+\frac{3\sigma^2}{8u^2}\right),\qquad
\frac1{C^2}\propto g(u)=u-\frac{3\sigma^2}{4u}.
\]
The tangent reaches zero at a distance \(g/g'\) from the operating point. With \(g'=1+3\sigma^2/4u^2\), this is \(u-3\sigma^2/2u\) to the same order. The inferred barrier is thus \(\bar\phi-3\sigma^2/2u\), close to the mean. The depletion approximation omits the tail of electrons at the edge of the depletion layer. In a real contact this tail lowers the voltage intercept by \(kT/q\), so \(kT\) must be added when the barrier is read from measured data. Capacitance weights patches almost by area, whereas current weights them exponentially.

## Two limits on the mosaic

**Lemma 3: finite number of patches.** For \(N_p\) independent patches of equal area, the relative standard deviation of \(J_0\) is
\[
\sqrt{\frac{e^{\sigma^2\beta^2}-1}{N_p}} .
\]

**Proof.** Lemma 2 with \(2\beta\) in place of \(\beta\) gives \(\langle e^{-2\beta\phi}\rangle=e^{-2\beta\bar\phi+2\sigma^2\beta^2}\). The squared mean is \(e^{-2\beta\bar\phi+\sigma^2\beta^2}\), so one patch has relative variance \(e^{\sigma^2\beta^2}-1\). Averaging over \(N_p\) independent patches divides it by \(N_p\). ∎

The dominant barriers must also be present in the sample. The expected number of patches more than \(y\sigma\) below the mean is about \(N_pe^{-y^2/2}\), apart from an algebraic factor smaller than one. Without that factor it would reach one at \(y=\sqrt{2\ln N_p}\); with it, it does so at a somewhat smaller \(y\). Since \(\phi^*\) corresponds to \(y=\sigma/kT\), the theorem needs roughly
\[
kT>\frac{\sigma}{\sqrt{2\ln N_p}} .
\]
Far below this temperature the lowest patch, of barrier \(\phi_{\min}\), carries nearly all the current. Then \(J_0\simeq A^*T^2e^{-\beta\phi_{\min}}/N_p\) and \(\phi_{\rm ap}\simeq\phi_{\min}+kT\ln N_p\), which stays finite on cooling.

**Lemma 4: pinch-off at an edge.** Let a patch lie \(\Delta\) below surroundings of barrier \(\bar\phi\), with a straight edge, and let the band fall into the semiconductor with initial slope \(F\). Near the edge, on distances small compared with the depletion width \(W\), the patch's barrier is raised within
\[
s_c=\frac{\Delta}{\pi F}.
\]

**Proof.** With the depletion charge held fixed, the perturbation of the band energy obeys Laplace's equation, with value \(-\Delta\) on the patch and zero outside. Let \(\theta\) be the polar angle about the edge, measured from the patch surface. It is harmonic, so the solution is \(-\Delta(1-\theta/\pi)\). At depth \(z\) below a point at distance \(s\) from the edge, \(\theta=\arctan(z/s)\). Relative to the patch surface, the band energy is
\[
\frac{\Delta}{\pi}\arctan\frac zs-Fz+\frac{Fz^2}{2W}.
\]
Its initial slope is \(\Delta/(\pi s)-F\). If \(s<s_c\) the band first rises, and its maximum lies inside the semiconductor, above the interface value. ∎

For very fine patches the perturbation dies out before the band has fallen appreciably. The barrier under the low patches then tends to \(\bar\phi\), and the reduction disappears. Patches above the mean can still block their share of the area, so the apparent barrier approaches \(\bar\phi\) only roughly and may end slightly above it.

## Example: platinum on n-type silicon

Take \(\bar\phi=0.85\) eV, \(\sigma=0.06\) eV, an effective emission mass of \(0.92\,m_e\), which assumes that roughly half of the electrons are returned, and doping \(10^{16}\) cm\(^{-3}\). Lemma 1 gives \(A^*=110.6\) A cm\(^{-2}\) K\(^{-2}\). At 300 K, \(kT=0.02585\) eV, and
\[
\frac{\sigma^2}{2kT}=\frac{0.0036}{0.0517}=0.0696\ \text{eV},\qquad
\phi_{\rm ap}=0.7804\ \text{eV}.
\]
The saturation current density is \(7.73\times10^{-7}\) A/cm², 14.8 times that of a uniform contact with the mean barrier. At 0.20 V forward bias the current density is \(1.77\times10^{-3}\) A/cm².

These values were also computed without Lemma 2, by integrating the logarithm in (1) over energy, weighted with the fraction of area whose barrier lies below that energy. At 250, 300 and 350 K the resulting apparent barriers, 0.7664, 0.7804 and 0.7903 eV, agree with the theorem to within \(10^{-6}\) eV.

The dominant barrier is \(0.85-0.1393=0.7107\) eV. This is also the Richardson tangent energy at 300 K, and the tangent prefactor is only 7.5 A cm\(^{-2}\) K\(^{-2}\). Capacitance at 1 V reverse bias gives 0.847 eV, provided that measured data are corrected for the electron tail. This treats the patches as independent capacitors, which requires them to be much wider than the depletion width, about 460 nm at this bias; for narrower patches the small shift below the mean shrinks further. The three methods thus return three different barriers for one contact. A uniform distribution of the same variance would lower the apparent barrier by 0.050 eV instead of 0.070 eV.

**The mosaic.** A contact of radius 250 µm with patches of radius 1 µm has \(N_p=62\,500\). Lemma 3 gives a relative standard deviation of the current between such contacts of 6% at 300 K and 19% at 250 K. The variance is weighted towards barriers \(2\sigma/kT\) standard deviations below the mean, 4.6 at 300 K and 5.6 at 250 K, whereas one patch per contact is expected only at about 4.2. At both temperatures much of the variance therefore comes from rare contacts that contain an exceptionally low patch, so most contacts differ by less, markedly so at 250 K. The sampling limit is roughly 150 K, and somewhat higher if the omitted algebraic factor is kept. Medians over 100 random mosaics, with the same \(\bar\phi\) and \(\sigma\), show the failure. At 300 K the median is 0.7806 eV, against 0.7804 eV from the formula. At 200 K the values are 0.748 and 0.746 eV; at 100 K they are 0.686 and 0.641 eV.

The band bending is 0.645 eV over a depletion width of 289 nm, and the surface field is 0.0447 MV/cm. For a patch at the dominant barrier, \(\Delta=0.1393\) eV and \(s_c=9.9\) nm at zero bias. The affected rim covers \(2s_c/R=0.020\) of a patch of radius \(R=1\) µm. Forward bias lowers \(F\) as the square root of the band bending, and at 0.20 V these values become 12 nm and 0.024. At 0.20 V forward bias, the current share assigned to undepleted patches is \(1.8\times10^{-7}\).

**Temperature drift.** If the mean barrier followed the whole narrowing of the silicon gap, taken roughly as \(2.5\times10^{-4}\) eV/K, it would fall by 0.0250 eV between 250 and 350 K. The theorem with fixed \(\bar\phi\) predicts a rise of \(\phi_{\rm ap}\) by 0.0239 eV. The two nearly cancel, so a constant apparent barrier does not prove a uniform contact. The same drift raises the tangent energy at 300 K from 0.711 to 0.786 eV.

**Other neglected effects at 300 K.**

- *Image force.* It adds \(-q^2/(16\pi\varepsilon z)\) to the falling band \(-Fz\). The maximum lies at \(z^2=q^2/(16\pi\varepsilon F)\), and its height is \(-\sqrt{q^2F/4\pi\varepsilon}\), a lowering of 0.023 eV for a patch at the mean barrier, if 0.85 eV is its barrier without image force. The lower patches that carry most of the current have a slightly smaller field, and so a slightly smaller lowering, about 0.022 eV. Forward bias reduces the field further, and the lowering falls to about 0.019 eV at 0.20 V, so the barrier depends weakly on bias, contrary to assumption 3.
- *Tunnelling.* At energy \(e\) below a triangular top, the WKB exponent is \(2\int_0^{e/F}\sqrt{2m_t(e-Fz)}\,dz/\hbar=4\sqrt{2m_t}\,e^{3/2}/(3\hbar F)\). Weighting this transmission with the thermal supply, and taking full transmission above the top, gives a lowering of roughly 0.01 eV for a tunnelling mass \(m_t=0.2\,m_e\). Most of it comes from energies so near the top that the exponent is of order one or less, where the WKB formula is crude. This estimate omits image-force rounding, so the two lowerings do not add. At a rounded top the transmission is one half rather than one, reflection just above the top cancels most of the tunnelling just below it, and the lowering beyond the image force is only about 0.002 eV.
- *Finite supply velocity.* Let emission at the interface have velocity \(v_R=A^*T^2/(qN_c)\), where \(N_c\) is the effective density of states, and let the depletion layer supply electrons with velocity \(v_D\). Equating the two currents in series divides the thermionic current by \(1+v_R/v_D\). With \(v_R=2.2\times10^6\) cm/s and a rough \(v_D=10^7\) cm/s, the apparent barrier rises by 0.005 eV.
- *Recombination.* With equal electron and hole lifetimes \(\tau\), the mid-gap rate is at most about \(n_ie^{qV/2kT}/2\tau\). Applied over the whole depletion width, with \(n_i=10^{10}\) cm\(^{-3}\) and \(\tau=1\) µs, it gives an upper estimate of \(6\times10^{-4}\) of the thermionic current at 0.20 V. The true share is smaller, because the rate is near its maximum only in a thin part of the layer.

**Comparison with real contacts.** A barrier of 0.8–0.9 eV is a rough typical range for platinum on n-type silicon, and a spread of several hundredths of an eV is a plausible rough value. The patch radius of 1 µm is not typical: it was chosen so that assumption 1 holds. Barrier variations caused by interface structure, charge or dipoles can be as fine as nanometres. Below the centre of a round patch the perturbation is \(-\Delta(1-z/\sqrt{z^2+R^2})\), with initial slope \(\Delta/R\), so even the centre is pinched off once \(R<\Delta/F=\pi s_c\approx31\) nm. Pinch-off then raises the apparent barrier from 0.780 eV towards roughly 0.85 eV, and makes the patch barriers depend on bias, contrary to assumption 3. For such a contact, a \(\sigma\) extracted with the theorem is an effective parameter, not the spread of the interface barrier. The remaining values are listed in the numerical output.

## Calculated quantities

```
mean barrier 0.850 eV; spread 0.060 eV
emission mass 0.92 m_e; A* 110.6 A/(cm2 K2)
doping 1.0e+16 cm^-3; Nc 2.8e+19 cm^-3; eps_r 11.7
contact radius 250 um; patch 1.0 um
thermal energy at 300 K 0.02585 eV
T 250 K: reduction 0.0836 eV, apparent barrier 0.7664 eV
T 300 K: reduction 0.0696 eV, apparent barrier 0.7804 eV
T 350 K: reduction 0.0597 eV, apparent barrier 0.7903 eV
saturation current, 300 K 7.729e-07 A/cm2
same with no spread 5.230e-08 A/cm2
current ratio 14.78
current at 0.20 V forward 1.769e-03 A/cm2
dominant barrier 0.7107 eV; its spread 0.0600 eV
Richardson tangent energy, 300 K 0.7107 eV
Richardson tangent prefactor 7.48 A/(cm2 K2)
quadratic fit: mean 0.8500 eV, spread 0.0600 eV
quadratic fit: A* 110.6 A/(cm2 K2)
capacitance barrier, 1 V reverse 0.8467 eV
uniform-distribution reduction 0.0500 eV
assumed barrier drift 2.50e-04 eV/K
apparent rise 250 to 350 K, no drift 0.0239 eV
barrier change from drift, same range -0.0250 eV
tangent energy with drift, 300 K 0.7857 eV
Fermi level below conduction band 0.2052 eV
band bending 0.6448 eV; depletion width 289 nm
surface field 0.0447 MV/cm
image-force lowering 0.0234 eV
tunnelling mass 0.20 m_e; WKB lowering 0.0130 eV
emission velocity 2.22e+06 cm/s; drift 1.0e+07 cm/s
barrier rise from finite drift velocity 0.0052 eV
intrinsic density 1.0e+10 cm^-3; lifetime 1.0e-06 s
recombination/thermionic at forward bias 6.26e-04
current share of undepleted patches at bias 1.8e-07
dominant patch deficit 0.1393 eV
pinched edge strip 9.9 nm; area share 0.020
number of patches 62500
relative current scatter at 250 K 0.193
relative current scatter at 300 K 0.059
relative current scatter at 350 K 0.029
sampling limit temperature 148 K
T 300 K: formula 0.7804 eV, median random mosaic 0.7806 eV
T 200 K: formula 0.7456 eV, median random mosaic 0.7481 eV
T 100 K: formula 0.6411 eV, median random mosaic 0.6861 eV
```
